\section*{Reactions between parallel threading dislocations with a/2⟨110⟩ Burgers vectors}

\section*{Problem}

A relaxed film with the fcc, diamond or zincblende lattice, cube edge $a$, contains threading dislocations that run from the substrate to the free surface. Two of them are straight and parallel. The line direction $\mathbf t$ of each is chosen to point from substrate to surface; threads described in this way are called similarly directed. Their Burgers vectors $\mathbf b_1$ and $\mathbf b_2$ are shortest lattice vectors. If the threads meet, they form one line with Burgers vector $\mathbf b_1+\mathbf b_2$, or vanish if this sum is zero.

\begin{enumerate}
\item[(a)] List the possible Burgers vectors, counting opposite signs separately.
\item[(b)] Find the elastic energy change when the threads approach from separation $d$ to the core radius $r_0$, and obtain Frank's energy criterion from it.
\item[(c)] For a given $\mathbf b_1$, how many choices of $\mathbf b_2$ lead to annihilation, and how many to fusion into a single thread with a strict fall in energy? What happens with the others?
\item[(d)] Frank's criterion ignores the difference between edge and screw character and the elastic anisotropy of the crystal. Which parts of the answer to (c) survive when these are restored?
\item[(e)] Evaluate the energies for a germanium film on (001) silicon, and judge what the model omits.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Measure vectors in units of $a/2$. Which integer triples are then lattice vectors?
\item[(b)] Find the radial force between the threads and integrate it. Polar stress components make the edge part short.
\item[(c)] Take $\mathbf b_1=[101]$ and sort the partners by $\mathbf b_1\cdot\mathbf b_2$. Crystal symmetry does the rest.
\item[(d)] Write the product of two vectors through the squares of their sum and difference.
\item[(e)] Compare the mutual attraction with the force that residual film stress exerts on a thread.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The Burgers vectors}

In units of $a/2$, the primitive vectors are $(0,1,1)$, $(1,0,1)$ and $(1,1,0)$. Each has an even component sum, so every lattice vector has one too. Conversely, a triple $(x,y,z)$ with even sum is the combination of these vectors with coefficients
\[
\tfrac12(y+z-x),\qquad \tfrac12(x+z-y),\qquad \tfrac12(x+y-z),
\]
which are integers. The lattice therefore consists of all integer triples with even sum.

Squared length 1 would need a single entry $\pm1$, whose sum is odd. The least nonzero squared length is thus 2, with two entries $\pm1$ and one zero. There are three places for the zero and four sign choices, which gives twelve vectors:
\[
[\pm1\ \pm1\ 0],\qquad [\pm1\ 0\ \pm1],\qquad [0\ \pm1\ \pm1],
\]
with independent signs. These are the signed vectors $\tfrac a2\langle110\rangle$.

\subsection*{(b) The energy criterion}

Consider first an isotropic solid with shear modulus $G$ and Poisson ratio $\nu$. Split each Burgers vector into a screw part $b_s=\mathbf b\cdot\mathbf t$ and an edge part $\mathbf b_e=\mathbf b-b_s\mathbf t$. Use polar coordinates $(r,\theta)$ about thread 1, with $\theta$ measured from $\mathbf b_{1e}$. The standard stress fields of a straight dislocation contain
\[
\sigma_{\theta z}=\frac{Gb_{1s}}{2\pi r},\qquad
\sigma_{r\theta}=\frac{D\cos\theta}{r},\qquad
\sigma_{\theta\theta}=-\frac{D\sin\theta}{r},\qquad
D=\frac{G|\mathbf b_{1e}|}{2\pi(1-\nu)} .
\]
The Peach--Koehler force per length on thread 2 is $(\boldsymbol\sigma\mathbf b_2)\times\mathbf t$. Since $\hat{\boldsymbol\theta}\times\mathbf t=\hat{\mathbf r}$, its radial component is
\begin{align}
F_r&=\sigma_{\theta r}b_{2r}+\sigma_{\theta\theta}b_{2\theta}+\sigma_{\theta z}b_{2s}\nonumber\\
&=\frac Dr\left(\cos\theta\,b_{2r}-\sin\theta\,b_{2\theta}\right)+\frac{Gb_{1s}b_{2s}}{2\pi r}.
\end{align}
The polar components of $\mathbf b_{1e}$ are $|\mathbf b_{1e}|\cos\theta$ and $-|\mathbf b_{1e}|\sin\theta$, so the bracket is $\mathbf b_{1e}\cdot\mathbf b_{2e}/|\mathbf b_{1e}|$ and
\begin{equation}
F_r=\frac{G}{2\pi r}\left[b_{1s}b_{2s}+\frac{\mathbf b_{1e}\cdot\mathbf b_{2e}}{1-\nu}\right].
\label{eq:force}
\end{equation}
A positive $F_r$ is a repulsion. The energy change on a radial approach, at fixed $\theta$, is the work done against it, $\Delta W=\int_{r_0}^{d}F_r\,dr$. A path that also changes $\theta$ adds the work of the tangential force, a term without the logarithm, which is left out here.

Frank's rule gives edge and screw parts the same modulus, which amounts to replacing $1/(1-\nu)$ by 1. The bracket then becomes $\mathbf b_1\cdot\mathbf b_2$, and
\begin{equation}
\Delta W=\frac{G\,\mathbf b_1\cdot\mathbf b_2}{2\pi}\ln\frac d{r_0}
=\frac{G}{4\pi}\ln\frac d{r_0}\left(|\mathbf b_1+\mathbf b_2|^2-|\mathbf b_1|^2-|\mathbf b_2|^2\right).
\label{eq:frank}
\end{equation}
For $d>r_0$ the energy falls if
\[
|\mathbf b_1+\mathbf b_2|^2<|\mathbf b_1|^2+|\mathbf b_2|^2,
\qquad\text{that is,}\qquad \mathbf b_1\cdot\mathbf b_2<0 .
\]
Changes inside the core, at $r<r_0$, are not included.

\subsection*{(c) Sorting the partners}

Let $\mathbf b_1=[101]$ and $\mathbf b_2=[uvw]$, so that $\mathbf b_1\cdot\mathbf b_2=u+w$ in units of $a^2/4$.

If $v=0$, both $u$ and $w$ are $\pm1$. The four sums are $2,0,0,-2$.

If $v=\pm1$, one of $u,w$ is zero and the other is $\pm1$. There are two signs of $v$ and two positions for the other entry, hence four vectors with sum $-1$ and four with sum $+1$.

The squared length of the product is $2+2+2\,\mathbf b_1\cdot\mathbf b_2$, to be compared with 4 before the reaction:

\begin{center}
\begin{tabular}{cccl}
$\mathbf b_1\cdot\mathbf b_2$ & partners & $|\mathbf b_1+\mathbf b_2|^2$ & outcome\\
$-2$ & 1 & 0 & annihilation\\
$-1$ & 4 & 2 & fusion to $\tfrac a2\langle110\rangle$\\
$0$ & 2 & 4 & marginal, $a\langle100\rangle$\\
$1$ & 4 & 6 & unfavourable, $\tfrac a2\langle211\rangle$\\
$2$ & 1 & 8 & unfavourable, $a\langle110\rangle$
\end{tabular}
\end{center}

One partner, $-\mathbf b_1$, annihilates the thread. Four partners fuse with it:
\begin{align*}
[101]+[\bar1\,1\,0]&=[011], & [101]+[\bar1\,\bar1\,0]&=[0\bar11],\\
[101]+[0\,1\,\bar1]&=[110], & [101]+[0\,\bar1\,\bar1]&=[1\bar10].
\end{align*}
Each product is again one of the twelve vectors, so the fused thread can take part in further reactions of the same kind. Annihilation also satisfies the inequality. Five partners therefore lower the energy, but four of them leave a thread behind.

Permuting the axes and reversing their signs carries $[101]$ into any of the twelve vectors, maps the set onto itself and preserves scalar products. The count is the same for every $\mathbf b_1$.

\subsection*{(d) Line character and anisotropy}

In any uniform linear elastic solid the force between parallel straight dislocations varies as $1/r$. Write $F_r=f_r(\theta)/r$ and $F_\theta=f_\theta(\theta)/r$. The force derives from an interaction energy, so its curl vanishes:
\[
\partial_r(rF_\theta)-\partial_\theta F_r=-f_r'(\theta)/r=0 .
\]
Thus $f_r$ does not depend on the direction of approach. It is bilinear in the Burgers vectors, and
\begin{equation}
\Delta W=\frac{\mathbf b_1\cdot\mathsf L\,\mathbf b_2}{2\pi}\ln\frac d{r_0},
\label{eq:L}
\end{equation}
where $\mathsf L$ is symmetric, because the interaction is mutual, and positive definite, because the energy of a single dislocation is positive. It depends on $\mathbf t$ and the elastic constants. In the isotropic case, equation (\ref{eq:force}) shows that its eigenvalues are $G$ for the screw direction and $G/(1-\nu)$ for the two edge directions.

Expanding the squares gives
\begin{equation}
4\,\mathbf b_1\cdot\mathsf L\,\mathbf b_2=
(\mathbf b_1+\mathbf b_2)\cdot\mathsf L(\mathbf b_1+\mathbf b_2)
-(\mathbf b_1-\mathbf b_2)\cdot\mathsf L(\mathbf b_1-\mathbf b_2).
\label{eq:polar}
\end{equation}
For a fusing pair the squared lengths of sum and difference are 2 and 6. With $\lambda_{\max}$ and $\lambda_{\min}$ the extreme eigenvalues of $\mathsf L$,
\[
4\,\mathbf b_1\cdot\mathsf L\,\mathbf b_2\le 2\lambda_{\max}-6\lambda_{\min},
\]
which is negative if $\lambda_{\max}<3\lambda_{\min}$. For pairs with scalar product $+1$ the lengths are interchanged, and the same condition keeps them repulsive. The isotropic ratio $1/(1-\nu)$ is below 2 for $0\le\nu<\tfrac12$, so the four fusions survive for every common line direction. Annihilation needs no condition, since $-\mathbf b_1\cdot\mathsf L\,\mathbf b_1<0$; likewise the like pair always repels.

The marginal pairs are different. Their sum and difference have equal lengths, so the sign of (\ref{eq:polar}) depends on the details of $\mathsf L$. For vertical threads, $\mathbf t=[001]$, the fourfold axis gives $\mathsf L$ one edge value $L_e$ and one screw value $L_s$. With $\mathbf b_1=[101]$,
\[
\mathbf b_2=[\bar101]:\ \ L_s-L_e,\qquad\qquad
\mathbf b_2=[10\bar1]:\ \ L_e-L_s .
\]
Unless $L_e=L_s$, one of these reactions is favourable and the other is not. If instead $\mathbf b_1=[110]$, its marginal partners $[1\bar10]$ and $[\bar110]$ give $L_e(1-1)=0$ and remain marginal.

\subsection*{(e) A germanium film}

Take rough typical values: $a=0.566$ nm and $C_{11},C_{12},C_{44}=126,\,48,\,67$ GPa. The Voigt averages are
\[
G=\frac{C_{11}-C_{12}+3C_{44}}5=55.8\ \text{GPa},\qquad
K=\frac{C_{11}+2C_{12}}3=74\ \text{GPa},
\]
and $\nu=(3K-2G)/(6K+2G)=0.199$. The Burgers length is $b=a/\sqrt2=0.400$ nm. With $r_0=b$ and $d=100$ nm, $\ln(d/r_0)=5.52$. For a fusing pair, equation (\ref{eq:frank}) gives
\[
\Delta W=-\frac{55.8\times(0.283)^2\times5.52}{2\pi}\ \text{GPa\,nm}^2
=-3.93\ \text{nN}=-24.5\ \text{eV/nm},
\]
since $1\ \text{GPa\,nm}^2=1\ \text{nN}=6.24$ eV/nm. Annihilation gives twice this, $-49.0$ eV/nm.

For the cubic crystal, let $\mathbf m$ and $\mathbf n$ be perpendicular unit vectors normal to $\mathbf t$, turned together through an angle $\phi$. The standard integral expression of anisotropic elasticity, taken here as given, is
\[
\mathsf L=\frac1\pi\int_0^\pi\left[(mm)-(mn)(nn)^{-1}(nm)\right]d\phi,
\qquad (pq)_{jk}=p_iC_{ijkl}q_l .
\]
Evaluated numerically for $\mathbf t=[001]$, it gives $L_e=63.9$ and $L_s=67.0$ GPa, whereas the isotropic values are 69.6 and 55.8 GPa. The energy changes for $\mathbf b_1=[101]$, in eV/nm, are:

\begin{center}
\begin{tabular}{lrrr}
$\mathbf b_2$ & Frank & isotropic & cubic\\
$[\bar10\bar1]$ & $-49.0$ & $-55.1$ & $-57.5$\\
$[\bar1\,{\pm1}\,0]$ & $-24.5$ & $-30.6$ & $-28.0$\\
$[0\,{\pm1}\,\bar1]$ & $-24.5$ & $-24.5$ & $-29.4$\\
$[\bar101]$ & $0.0$ & $-6.1$ & $1.4$\\
$[10\bar1]$ & $0.0$ & $6.1$ & $-1.4$
\end{tabular}
\end{center}

The first three rows keep their sign. The marginal rows exchange theirs between the isotropic and cubic descriptions, because $L_e>L_s$ in the former and $L_e<L_s$ in the latter. The remaining 1.4 eV/nm is smaller than the scale of the omitted core energy, roughly $Gb^2/4\pi=4.4$ eV/nm. Linear elasticity therefore does not settle these two reactions. The value is also sensitive to the inputs: $C_{11},C_{12},C_{44}=128.9,\,48.3,\,67.1$ GPa give $L_e=65.0$ GPa and 0.9 eV/nm. The order $L_e<L_s$ is not a general result of cubic anisotropy; typical silicon constants give $L_e=81.5$ and $L_s=79.6$ GPa.

A thread that lies in a $\{111\}$ slip plane cannot be vertical, since no such plane contains $[001]$. Inclined lines must therefore be considered too. The integral was evaluated for 404 common line directions: 400 spread over a hemisphere, together with $[001]$, $[101]$, $[111]$ and $[112]$. The largest eigenvalue ratio found was 1.53, well below 3. This margin belongs to germanium; more anisotropic crystals come closer to the bound, lead for example to about 2.6. For fusing pairs, $\mathbf b_1\cdot\mathsf L\,\mathbf b_2$ lay between $-76.7$ and $-38.0$ GPa in units of $(a/2)^2$, against Frank's $-55.8$. Inclination and anisotropy thus changed the energy gain by up to about 40\% of Frank's value in this sample, without changing its sign. Two threads inclined in different directions can be close to each other only over part of their length, and equation (\ref{eq:L}) does not describe them.

Other omissions can be sized as follows.
\begin{itemize}
\item \textbf{Core radius.} Halving $r_0$ adds $\ln2$ to the logarithm and raises the magnitudes of the energy changes by 13\%.
\item \textbf{Temperature.} Over a film thickness of 1000 nm the fusion gain is 24.5 keV, while $k_BT$ at an annealing temperature of 1100 K is 0.095 eV. If heating lowers all elastic constants in proportion, the gains fall in the same proportion and keep their signs. Glide and climb in germanium are thermally activated, so temperature mainly decides how fast the threads move, which this model does not describe.
\item \textbf{Surfaces.} The separation is a tenth of the film thickness. Image effects, neglected here, are expected to matter mainly within a distance of order $d$ from the ends of the threads.
\item \textbf{Partials.} An inclined thread with Burgers vector $\tfrac a2[101]$ that lies in $(\bar111)$ can split in this plane into $\tfrac a6[211]$ and $\tfrac a6[1\bar12]$, whose scalar product is $a^2/12$. Balancing their repulsion against a rough fault energy $\gamma=0.07$ J/m$^2$ gives a width $Ga^2/(24\pi\gamma)=3.4$ nm under Frank's rule. With the cubic $\mathsf L$ it depends on the line direction: about 2.6 nm along $[101]$ and 4.1 nm along $[0\bar11]$. At separations of this size or less, the threads no longer act as undivided lines.
\end{itemize}

Residual stress affects whether the threads meet at all. With a free surface, a biaxial strain $\epsilon$ produces the stress $(C_{11}+C_{12}-2C_{12}^2/C_{11})\epsilon$, which is 137 MPa in magnitude for a rough $|\epsilon|=0.1\%$. For an inclined thread that lies in $(\bar111)$ and glides on the slip system $(\bar111)[101]$, the Schmid factor is $1/\sqrt6=0.408$, so the resolved stress is 56 MPa. Under Frank's rule the attraction of a parallel fusing pair does not depend on the line direction. If the separation lies in the slip plane, the whole attraction drives glide; for other separations the glide force differs. In the first case, at 100 nm and divided by $b$, it corresponds to
\[
\frac{G(a/2)^2}{2\pi db}=17.8\ \text{MPa}.
\]
It grows as $1/d$ and equals the resolved film stress at $100\times17.8/56\approx32$ nm. With the cubic $\mathsf L$ the equality lies between about 24 and 44 nm, depending on the line direction in the slip plane and on the partner. Beyond this range the film stress is the stronger influence for these numbers. This comparison leaves out the misfit dislocation at the interface, whose length can change as the thread glides. Its line energy is about $(Kb^2/4\pi)\ln(R/b)$, with $K$ its energy coefficient and $R$ of the order of the film thickness $h=1000$ nm. Divided by $b$ and by the width $h\sqrt{3/2}$ of the slip plane across the film, it corresponds to 11 to 16 MPa of resolved stress, for $K$ between the Frank and isotropic values and $R$ between $h$ and $4h$. If the residual stress is a compression left over from the lattice mismatch, glide lengthens the misfit dislocation, so its line energy opposes the film stress and Frank's estimate of 32 nm rises to between 40 and 44 nm. If it is a tension, such as cooling can leave in germanium on silicon, glide shortens existing misfit segments, so their line energy assists the film stress and the estimate falls to 25 or 26 nm. Frank's criterion says which meetings pay in energy; it does not say that glide on the available planes will bring them about.

\section*{Variation 1: one thread described downwards}

\emph{The second thread is listed with its line direction pointing from surface to substrate, and its listed Burgers vector is $\mathbf b_2'$. Which partners react?}

Reversing the line direction reverses the Burgers vector of the same physical defect. The similarly directed description is $\mathbf b_2=-\mathbf b_2'$, and the condition $\mathbf b_1\cdot\mathbf b_2<0$ becomes $\mathbf b_1\cdot\mathbf b_2'>0$. The thread with the same listed vector now annihilates, and the four with $\mathbf b_1\cdot\mathbf b_2'=+1$ fuse.

A half-loop that has grown down from the surface illustrates this. Following its line, one arm runs down and the other up, with one Burgers vector throughout. With both arms described upwards, they carry $\mathbf b$ and $-\mathbf b$, and can annihilate each other.

\section*{Variation 2: threads lost per meeting}

\emph{Every strictly favourable meeting leads to reaction, and no other does. How many threads are lost per meeting on average, if the partner is equally likely to have any of the twelve vectors? What changes if vectors lying in the (001) film plane are absent?}

Annihilation removes two threads and fusion removes one. For twelve equally likely partners the mean loss is
\[
\frac{2\times1+1\times4}{12}=\frac12 .
\]

The second case is suggested by the film stress. For a slip plane with normal $\mathbf n$, an equal biaxial stress $\sigma$ gives a resolved shear proportional to
\[
\sigma(n_xb_x+n_yb_y)=\sigma(\mathbf n\cdot\mathbf b-n_zb_z)=-\sigma n_zb_z,
\]
because $\mathbf b$ lies in its slip plane. It vanishes if $b_z=0$, so this stress does not drive the glide of the four in-plane types. Eight vectors remain. For $\mathbf b_1=[101]$ they include the annihilating partner and two fusing ones, $[0\,{\pm1}\,\bar1]$. The mean loss is $(2\times1+1\times2)/8=\tfrac12$ again, although the share of fusions has fallen from one third to one quarter and that of annihilations has risen from one twelfth to one eighth. Two of the four fusion products of $[101]$ found in (c), $[110]$ and $[1\bar10]$, lie in the film plane, and they are the products of just these two reactions. Fusion therefore repopulates the missing types, and the second estimate applies to the first reactions in such a film.

Numerical values quoted here were computed with a short program.
